# Testing oscillator and rotor models for interstitial oxygen in silicon

## Problem

An interstitial oxygen atom in silicon sits between two silicon neighbours and moves at low energy in the plane perpendicular to the line joining them. Two absorption lines of this motion lie at

\[
\nu_1=29.3\ \text{cm}^{-1},\qquad \nu_2=37.8\ \text{cm}^{-1}.
\]

Let \(m\) be the angular momentum about the axis in units of \(\hbar\), \(l=|m|\), and \(E_l\) the lowest level with a given \(l\). Energies are quoted as wavenumbers, that is, divided by \(hc\). The lines are given to be successive and to begin at the ground state:

\[
\nu_1=E_1-E_0,\qquad \nu_2=E_2-E_1 .
\]

The silicon neighbours are held fixed, the site keeps its threefold axis, and the electric dipole is linear in the displacement.

(a) Can the motion be that of a planar harmonic oscillator, or that of a rigid planar rotor? Decide from \(R=\nu_2/\nu_1\).

(b) Does the answer survive if the starting level of the first line is not known, or if the rotor meets an angular barrier?

(c) What kind of potential can give the observed ratio?

## First estimate by scaling

Consider a classical circular orbit with angular momentum \(\hbar l\) and mass \(M\). In a harmonic potential its energy at radius \(r\) is

\[
E(r)=\frac{\hbar^2l^2}{2Mr^2}+\frac{M\omega^2r^2}{2}.
\]

Setting \(dE/dr=0\) gives \(\hbar^2l^2/(Mr^3)=M\omega^2r\), so \(r^2=\hbar l/(M\omega)\). Each term then equals \(\hbar\omega l/2\), and \(E=\hbar\omega l\). On a ring of fixed radius \(r_0\), the energy is \(\hbar^2l^2/(2Mr_0^2)\).

Both results have the form \(E\propto l^p\), for which

\[
R\approx\frac{2^p-1^p}{1^p-0^p}=2^p-1 .
\]

The estimate is \(R\approx1\) for the oscillator (\(p=1\)) and \(R\approx3\) for the rotor (\(p=2\)). The data give \(37.8/29.3=1.290\), which fits neither. But a classical orbit is not a safe guide at \(l=0,1,2\), where zero-point motion matters, so the levels must be found from quantum mechanics.

## Exact solution

### The harmonic oscillator

The threefold axis first restricts the potential. With \(\zeta=x+iy\), a general real quadratic potential is

\[
V=A\,\zeta\zeta^*+C\zeta^2+C^*\zeta^{*2}.
\]

A rotation by \(120^\circ\) multiplies \(\zeta^2\) by \(e^{4\pi i/3}\neq1\). Invariance therefore requires \(C=0\), and the oscillator is isotropic, with one frequency \(\omega\).

For each direction, write

\[
x=\sqrt{\frac{\hbar}{2M\omega}}\,(a_x+a_x^\dagger),\qquad
p_x=-i\sqrt{\frac{\hbar M\omega}{2}}\,(a_x-a_x^\dagger),
\]

and likewise for \(y\). Then \(H=\hbar\omega(a_x^\dagger a_x+a_y^\dagger a_y+1)\). Inserting these expressions in \(L_z=xp_y-yp_x\), the terms with two lowering or two raising operators cancel, leaving

\[
L_z=i\hbar\,(a_xa_y^\dagger-a_x^\dagger a_y).
\]

Now define \(a_\pm=(a_x\mp ia_y)/\sqrt2\) and \(N_\pm=a_\pm^\dagger a_\pm\). Multiplying out,

\[
N_\pm=\tfrac12\left(a_x^\dagger a_x+a_y^\dagger a_y\mp i a_x^\dagger a_y\pm i a_y^\dagger a_x\right).
\]

The sum and the difference give

\[
H=\hbar\omega(N_++N_-+1),\qquad L_z=\hbar(N_+-N_-).
\]

For fixed \(l=|N_+-N_-|\), the energy is lowest when the smaller of the two numbers is zero. Hence

\[
E_l=\hbar\omega(l+1),\qquad \nu_1=\nu_2=\hbar\omega,\qquad R=1 .
\]

A stronger statement follows from the dipole. The operators \(x\) and \(y\) contain one raising or one lowering operator, so they change \(N_++N_-\) by one. Every allowed line lies at \(\hbar\omega\), whatever its starting level. Two distinct lines thus exclude this oscillator under any assignment.

### The rigid rotor

With the radius fixed at \(r_0\), only the angle \(\varphi\) remains:

\[
H=-B\frac{d^2}{d\varphi^2},\qquad B=\frac{\hbar^2}{2Mr_0^2}.
\]

The functions \(e^{im\varphi}\) are single-valued for integer \(m\) and have energy \(Bm^2\). The dipole components are proportional to \(\cos\varphi\) and \(\sin\varphi\), which contain \(e^{\pm i\varphi}\) and so change \(m\) by one. The absorption lines are

\[
E_{l+1}-E_l=B\left[(l+1)^2-l^2\right]=B(2l+1),
\]

that is, \(B,3B,5B,\dots\), and \(R=3\). Mass and radius have cancelled.

### Comparison with the lines

If each line is uncertain by its rounding, \(\pm0.05\ \text{cm}^{-1}\), the observed ratio lies between 1.286 and 1.294. Starting from \(\nu_1\), the oscillator puts the second line at \(29.3\ \text{cm}^{-1}\), which is 8.5 too low. The rotor puts it at \(3\times29.3=87.9\ \text{cm}^{-1}\), which is 50.1 too high. Both models are excluded under the stated assignment.

## If the starting level is unknown

Suppose the two lines are the rotor steps \(l\to l+1\) and \(l+1\to l+2\). Then \(\nu_1=B(2l+1)\) and \(\nu_2-\nu_1=2B\), so

\[
l=\frac{\nu_1}{\nu_2-\nu_1}-\frac12=\frac{29.3}{8.5}-\frac12=2.95 .
\]

This is close to the integer 3, for which the ratio would be \(9/7=1.2857\). With \(B=37.8/9=4.20\ \text{cm}^{-1}\), the first line would fall at \(7B=29.4\ \text{cm}^{-1}\), only 0.1 from the given value. Rounding alone does not quite cover the difference, but the margin is too small to carry the argument. For the rigid rotor, the ratio is decisive because the first line starts from the ground state.

Cooling tests that condition. The net absorption strength of a line is proportional to its energy, its squared dipole element and the population difference per state. In the alternative rotor the dipole elements of all steps are equal. With \(B=29.3/7=4.19\ \text{cm}^{-1}\), the line at \(7B\) has \(2.0\times10^{-4}\) of the strength of the line at \(B\) at 5 K, but 1.6 times its strength at 20 K. Both observed lines would freeze out, and a line near \(4.2\ \text{cm}^{-1}\) would remain.

Conversely, if either observed line survives as \(T\to0\), it starts at \(l=0\) and fixes \(B\). The other line would then have to be an odd multiple of it, at least three times higher, which neither choice allows.

## A rotor with an angular barrier

The undistorted site also has inversion symmetry, which takes \(\varphi\) to \(\varphi+\pi\). Together with the threefold axis this makes the leading angular barrier sixfold:

\[
V(\varphi)=\frac{V_b}{2}(1-\cos6\varphi).
\]

For \(V_b\gg B\) the atom sits in one of six equivalent wells and tunnels to the adjacent ones with amplitude \(-t\), where \(t>0\). By symmetry the amplitude in well \(j\) is \(c_j\propto e^{i\pi lj/3}\), which gives

\[
E_l=-t\left(e^{i\pi l/3}+e^{-i\pi l/3}\right)=-2t\cos\frac{\pi l}{3}.
\]

The first three levels are \(-2t,-t,+t\). Their spacings are \(t\) and \(2t\), so \(R=2\). Between the two limits, numerical diagonalization gives \(R=2.97\), 2.25 and 2.00 for \(V_b/B=5\), 50 and 400. Over the computed range the ratio falls from 3 towards 2 and stays far above 1.29. Under the stated assignment, such a barrier does not rescue the rotor. Without inversion a threefold barrier is allowed; it moves the ratio the other way, above 3 (\(R=4.98\) at \(V_b/B=5\)). If the assignment is relaxed, the sixfold barrier can reach the observed ratio: the steps \(1\to2\) and \(2\to3\) have it at \(V_b/B\approx5.5\), and the steps \(0\to1\) and \(2\to3\) have it at \(V_b/B\approx50\). In the second case the first line still starts from the ground state, and the step \(1\to2\) would lie near \(66\ \text{cm}^{-1}\). Both parts of the assignment, the ground-state start and the succession of the lines, therefore remain essential.

## What the ratio permits

For any central potential there is an upper bound on \(R\). Take the normalized radial function of the lowest \(l=1\) state and let

\[
D=\frac{\hbar^2}{2M}\left\langle\frac1{r^2}\right\rangle_{l=1}.
\]

The centrifugal energy is proportional to \(l^2\), so it contributes \(D\) to \(E_1\). Use the same radial function as a trial function for \(l=0\) and \(l=2\). The centrifugal term becomes 0 and \(4D\), and the variational principle gives

\[
E_0\le E_1-D,\qquad E_2\le E_1+3D .
\]

Hence \(\nu_1\ge D\), \(\nu_2\le3D\) and \(R\le3\). The rigid rotor reaches the bound because its radius does not depend on \(l\). There is no corresponding lower bound at 1: a conical potential \(V\propto r\) gives \(R=0.83\).

The inequalities also measure the size of the motion, since \(\nu_2/3\le D\le\nu_1\), or \(12.6\le D\le29.3\ \text{cm}^{-1}\). For the oxygen mass, \(\hbar^2/2M=10539\ \text{cm}^{-1}\,\text{pm}^2\), so \(\langle1/r^2\rangle^{-1/2}\) in the \(l=1\) state lies between 19 and 29 pm.

A simple potential between the two ideal cases is

\[
V(r)=ar^2+br^4,\qquad b>0 .
\]

Set \(r=L\rho\) and choose \(L\) so that \(\hbar^2/(2ML^2)=bL^4=\varepsilon\). Then

\[
\frac H\varepsilon=-\nabla_\rho^2+\alpha\rho^2+\rho^4,\qquad \alpha=\frac{aL^2}{\varepsilon},
\]

and \(R\) depends on \(\alpha\) alone. Numerically it falls from 2.98 at \(\alpha=-12\) to 1.004 at \(\alpha=40\). The observed ratio requires \(\alpha=-1.74\), and \(\nu_1\) then fixes \(\varepsilon=13.39\ \text{cm}^{-1}\). It follows that

\[
L=\sqrt{\frac{10539}{13.39}}\ \text{pm}=28.1\ \text{pm}.
\]

Since \(\alpha<0\), the potential has a central hump. Setting \(dV/dr=0\) gives \(r_{\min}^2=-a/(2b)=-\alpha L^2/2\), and the hump height is \(-V(r_{\min})=a^2/(4b)=\varepsilon\alpha^2/4\). The values are

\[
r_{\min}=28.1\sqrt{0.871}\ \text{pm}=26.2\ \text{pm},\qquad
\frac{13.39\times1.742^2}{4}=10.2\ \text{cm}^{-1}.
\]

The ground level lies \(23.8\ \text{cm}^{-1}\) above the potential minimum, and so above the top of the hump. In this model the atom is not confined to a narrow ring, although the potential minimum is one.

Two parameters have been fitted to two lines, so the fit shows that such a potential is possible, not that it is the only one. It can be tested by its further predictions: lines at about \(44\ \text{cm}^{-1}\) for \(l=2\to3\), and about \(50\ \text{cm}^{-1}\) from \(l=1\) to the first excited \(l=0\) level. The hump itself is not required by the ratio. A flat-bottomed potential \(V\propto r^p\) with \(p\approx12\) reproduces both lines with no hump and predicts about 45.6 and \(50\ \text{cm}^{-1}\) for the same two transitions, so only the \(l=2\to3\) line distinguishes the two shapes.

## Estimate and exact result compared

Scaling gives the correct ratio for both ideal models, for different reasons. The oscillator's zero-point energy \(\hbar\omega\) is the same for every \(l\) and cancels from the spacings. The rigid rotor has no zero-point energy.

Between these cases the estimate is poorer. For \(V=br^4\), the orbit condition \(\hbar^2l^2/(Mr^3)=4br^3\) gives \(r^6\propto l^2\), hence \(E\propto r^4\propto l^{4/3}\) and \(R\approx2^{4/3}-1=1.52\). The numerical value is 1.16. Replacing \(l\) by \(l+1\), as the oscillator levels suggest, improves the estimate to

\[
R\approx\frac{3^{4/3}-2^{4/3}}{2^{4/3}-1}=1.19 .
\]

The same replacement would spoil the rotor, giving \((9-4)/(4-1)=5/3\) instead of 3. The replacement is exact for the oscillator and close for the pure quartic potential, but it is not a general rule.

## The real crystal

The lines correspond to 3.63 and 4.69 meV, far below the thermal energy at room temperature (roughly 25 meV), so the assignment has to be tested in a cryostat. In the fitted model the second line has \(4.4\times10^{-4}\) of the strength of the first at 5 K and 0.26 at 20 K. This also guards against a failure of the symmetry assumption. A strained site could act as an anisotropic oscillator with quanta of 29.3 and \(37.8\ \text{cm}^{-1}\), but both lines would then start from the ground state and survive cooling.

Real silicon neighbours are not fixed. If their motion raised the effective mass by 10 % in the same potential, \(R\) would change from 1.290 to 1.296. A sixfold corrugation with a chosen amplitude of \(5\ \text{cm}^{-1}\), levelling off beyond a radius of about \(L\), changes it by less than 0.001. Neither change is comparable with the distance to 1 or 3. The full set of computed ratios is in the numerical output.

## Computed results

```
observed lines: 29.3, 37.8 cm^-1
observed lines: 3.633, 4.687 meV
observed ratio R: 1.2901
R range from rounding: 1.2862 to 1.2940
oscillator R (numerical): 1.0000
rotor R (numerical): 2.9997
oscillator second line: 29.3 cm^-1
rotor second line: 87.9 cm^-1
rotor third line: 146.5 cm^-1
rotor starting l if left free: 2.947
its range from rounding: 2.901 to 2.994
ratio 9/7 of rotor lines 3->4, 4->5: 1.2857
B of that alternative rotor: 4.186 cm^-1
its 7B line / B line at 5 K: 1.959e-04
its 7B line / B line at 20 K: 1.574e+00
hindered rotor, barrier/B = 0: R = 3.0000
hindered rotor, barrier/B = 5: R = 2.9746
hindered rotor, barrier/B = 20: R = 2.7052
hindered rotor, barrier/B = 50: R = 2.2549
hindered rotor, barrier/B = 100: R = 2.0530
hindered rotor, barrier/B = 200: R = 2.0046
hindered rotor, barrier/B = 400: R = 2.0001
quartic model, alpha = -12: R = 2.9761
quartic model, alpha = -8: R = 2.8419
quartic model, alpha = -5: R = 2.0774
quartic model, alpha = -3: R = 1.4825
quartic model, alpha = -1: R = 1.2210
quartic model, alpha = 0: R = 1.1589
quartic model, alpha = 3: R = 1.0730
quartic model, alpha = 10: R = 1.0242
quartic model, alpha = 40: R = 1.0038
conical potential: R = 0.8330
oxygen mass: 15.995 u
hbar^2/2M: 10539.3 cm^-1 pm^2
fitted alpha (reduced): -1.7420
energy unit: 13.387 cm^-1
length unit: 28.06 pm
coefficient a: -2.9620e-02 cm^-1 pm^-2
coefficient b: 2.1597e-05 cm^-1 pm^-4
central hump: 10.16 cm^-1 = 1.259 meV
radius of potential minimum: 26.2 pm
ground level above minimum: 23.84 cm^-1
Cartesian-grid lines: 29.300, 37.800 cm^-1
predicted line l=2 to 3: 44.01 cm^-1
predicted line l=1 to excited l=0: 50.16 cm^-1
second/first line strength at 5 K: 4.419e-04
second/first line strength at 20 K: 2.619e-01
R with 10 percent more mass: 1.2964
R with 5 cm^-1 sixfold term: 1.2897
```
